# The Fermi Contact Term from a Shrinking Magnetized Sphere: a program that tests the result

```python
"""Fermi contact interaction from a uniformly magnetized sphere.

Result under test: a sphere of radius R and magnetization M has the interior
field 2 mu0 M/3. Shrunk to a point at fixed moment m = g_N mu_N I, it gives
    H = (2 mu0/3) g_e mu_B g_N mu_N delta(r) S.I
for an electron of moment -g_e mu_B S, besides the exterior dipolar coupling.
S, I: dimensionless electron and nuclear spins; g_e > 0; zeta: orbital exponent.
Lengths are in bohr (a0); mean fields are in units of mu0 m / a0^3 until
they are converted to tesla.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc


def constant(name):
    return sc.physical_constants[name][0]


# ---------- Sphere fields from their sources (R = 1, mu0 M = 1, M along z)
u_nodes, u_weights = np.polynomial.legendre.leggauss(80)
n_phi = 160
phi = 2 * np.pi * np.arange(n_phi) / n_phi
U, PHI = np.meshgrid(u_nodes, phi, indexing="ij")
sin_theta = np.sqrt(1 - U**2)
normal = np.stack([sin_theta * np.cos(PHI), sin_theta * np.sin(PHI), U], -1)
area = np.repeat(u_weights[:, None], n_phi, axis=1) * 2 * np.pi / n_phi
z_hat = np.array([0.0, 0.0, 1.0])
surface_current = np.cross(z_hat, normal)


def source_fields(point):
    """Vector potential, B of the currents, and mu0 H of surface poles."""
    separation = point - normal
    distance = np.linalg.norm(separation, axis=-1)
    w = area / (4 * np.pi)
    potential = np.sum(surface_current * (w / distance)[..., None], (0, 1))
    kernel = (w / distance**3)[..., None]
    b_current = np.sum(np.cross(surface_current, separation) * kernel, (0, 1))
    h_pole = np.sum(normal[..., 2:3] * separation * kernel, (0, 1))
    return potential, b_current, h_pole


inside_points = np.array([[0, 0, 0], [0.3, -0.2, 0.4], [0.5, 0.1, -0.2]])
for point in inside_points:
    a_vec, b_vec, h_vec = source_fields(point)
    assert np.allclose(a_vec, np.cross(z_hat, point) / 3, atol=1e-10)
    assert np.allclose(b_vec, 2 * z_hat / 3, atol=1e-10)
    assert np.allclose(h_vec, -z_hat / 3, atol=1e-10)
b_inside, h_inside = b_vec[2], h_vec[2]

outside_point = np.array([1.2, -0.7, 1.1])
a_vec, b_vec, h_vec = source_fields(outside_point)
dist = np.linalg.norm(outside_point)
direction = outside_point / dist
dipole = (3 * direction * direction[2] - z_hat) / (3 * dist**3)
assert np.allclose(a_vec, np.cross(z_hat, outside_point) / (3 * dist**3),
                   atol=1e-10)
assert np.allclose(b_vec, dipole, atol=1e-10)
assert np.allclose(h_vec, dipole, atol=1e-10)

# ---------- Mean B_z of the sphere over an axially symmetric density
x_nodes, x_weights = np.polynomial.legendre.leggauss(240)


def mean_field(density, radius, r_max=40.0):
    """Interior part, exterior part, and probability inside the sphere."""
    r_in = 0.5 * radius * (x_nodes + 1)
    w_in = 0.5 * radius * x_weights * r_in**2
    grid_in = density(r_in[:, None], u_nodes[None, :])
    probability = 2 * np.pi * (w_in @ grid_in @ u_weights)
    interior = probability * (2 / 3) / (4 * np.pi * radius**3 / 3)
    log_span = np.log(r_max / radius)
    r_out = radius * np.exp(0.5 * log_span * (x_nodes + 1))
    w_out = 0.5 * log_span * x_weights      # r^2 dr / r^3 = d(ln r)
    grid_out = density(r_out[:, None], u_nodes[None, :])
    angular = grid_out @ (u_weights * (3 * u_nodes**2 - 1))
    exterior = 2 * np.pi * (w_out @ angular) / (4 * np.pi)
    return interior, exterior, probability


# Displaced Gaussian density: compare with derivatives of a smooth potential
shift = 0.7


def gaussian(r, u):
    return np.pi**-1.5 * np.exp(-(r**2 + shift**2 - 2 * r * shift * u))


def smooth_potential(x):
    d = mp.sqrt(x**2 + mp.mpf(shift)**2)
    return mp.erf(d) / (4 * mp.pi * d)


gauss_in, gauss_out, _ = mean_field(gaussian, 1e-3)
gauss_contact = 2 / 3 * gaussian(0.0, 0.0)
# B_z = -(d2/dx2 + d2/dy2) potential; both derivatives are equal on the axis
gauss_exact = float(-2 * mp.diff(smooth_potential, 0, 2))
# remaining difference is of order radius^2 = 1e-6
assert abs(gauss_in - gauss_contact) < 1e-5
assert abs(gauss_contact + gauss_out - gauss_exact) < 1e-5
assert abs(gauss_out) > 1e-3

# ---------- Model atom: s orbital exp(-zeta r), nuclear spin 1
zeta, g_nuc, spin_nuc = 1.5, 2.0, 1.0


def s_density(r, u):
    return zeta**3 / np.pi * np.exp(-2 * zeta * r) * np.ones_like(u)


def p_density(r, u):
    return zeta**5 / np.pi * r**2 * u**2 * np.exp(-2 * zeta * r)


for test_density in (s_density, p_density):
    assert abs(mean_field(test_density, 40.0)[2] - 1) < 1e-10

density_origin = zeta**3 / np.pi
a0 = constant("Bohr radius")
mu0 = constant("vacuum mag. permeability")
mu_b, mu_n = constant("Bohr magneton"), constant("nuclear magneton")
g_signed = constant("electron g factor")    # negative: moment opposes spin
g_e = abs(g_signed)
alpha = constant("fine-structure constant")
mass_ratio = constant("electron-proton mass ratio")
hartree = constant("Hartree energy")
to_mhz = constant("hartree-hertz relationship") / 1e6

coefficient = 2 * np.pi / 3 * alpha**2 * g_e * g_nuc * mass_ratio
coupling = coefficient * density_origin

moment = g_nuc * mu_n * spin_nuc            # largest z component, J/T
field_unit = mu0 * moment / a0**3           # tesla
limit_field = 2 / 3 * density_origin * field_unit
rows = []
for radius in (0.1, 0.01, 0.001):
    part_in, part_out, prob = mean_field(s_density, radius)
    assert abs(part_out) < 1e-11
    ratio = (part_in + part_out) / (2 / 3 * density_origin)
    excess = ratio - (1 - 1.5 * zeta * radius)
    # next term of the alternating series is +1.2 (zeta R)^2
    assert 0 < excess < 1.2 * (zeta * radius)**2
    b_sphere = 2 / 3 * field_unit / (4 * np.pi * radius**3 / 3)
    rows.append((radius, b_sphere, prob, part_in * field_unit, ratio))

# p orbital: contact part dies out, dipolar part stays
p_limit = zeta**3 / (15 * np.pi)
p_rows = []
for radius in (0.1, 0.01, 0.001):
    part_in, part_out, _ = mean_field(p_density, radius)
    p_rows.append((radius, part_in, part_out))
    assert abs(part_in + part_out - p_limit) < 5 * (zeta * radius)**2 * p_limit
assert p_rows[-1][1] < 1e-4 * p_limit


# ---------- Levels: diagonalize -m_e.B with SI moments and averaged field
def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]


tiny_in, tiny_out, _ = mean_field(s_density, 1e-6)
hamiltonian = np.zeros((6, 6), complex)
for s_op, i_op in zip(spin_matrices(0.5), spin_matrices(spin_nuc)):
    electron_moment = g_signed * mu_b * s_op
    field_operator = (tiny_in + tiny_out) * mu0 * g_nuc * mu_n * i_op / a0**3
    hamiltonian -= np.kron(electron_moment, field_operator)
levels = np.linalg.eigvalsh(hamiltonian / hartree)


def level_formula(f):
    return coupling / 2 * (f * (f + 1) - spin_nuc * (spin_nuc + 1) - 0.75)


expected = np.array([level_formula(0.5)] * 2 + [level_formula(1.5)] * 4)
# finite radius 1e-6 changes the coupling by about 2e-6 of itself
assert np.allclose(levels, expected, rtol=1e-5, atol=0)
splitting = levels[-1] - levels[0]
assert abs(splitting / (coupling * (spin_nuc + 0.5)) - 1) < 1e-5

# ---------- Output
print("SPHERE, surface quadrature at an off-axis interior point")
print(f"B_z / (mu0 M), current model          = {b_inside:.8f}")
print(f"mu0 H_z / (mu0 M), pole model         = {h_inside:.8f}")
print("DISPLACED GAUSSIAN exp(-|r-d|^2), mean B_z in mu0 m/a0^3")
print(f"displacement d along z                = {shift:.1f} a0")
print(f"contact part (2/3) n(0)               = {gauss_contact:.6f}")
print(f"exterior dipolar part                 = {gauss_out:.6f}")
print(f"sum of the two parts                  = {gauss_contact+gauss_out:.6f}")
print(f"from smooth potential, no sphere      = {gauss_exact:.6f}")
print("MODEL ATOM, s orbital")
print(f"zeta = {zeta:.1f} 1/a0, g_N = {g_nuc:.1f}, I = {spin_nuc:.0f}")
print(f"g_e                                   = {g_e:.6f}")
print(f"fine-structure constant alpha         = {alpha:.8f}")
print(f"electron-proton mass ratio            = {mass_ratio:.6e}")
print(f"density at nucleus n(0)               = {density_origin:.6f} a0^-3")
print(f"operator coefficient of delta(r) S.I  = {coefficient:.5e} Eh a0^3")
print(f"contact coupling A_c                  = {coupling:.5e} Eh")
print(f"contact coupling A_c / h              = {coupling*to_mhz:.2f} MHz")
print(f"level F=1/2 (2 states), E/h           = {levels[0]*to_mhz:.2f} MHz")
print(f"level F=3/2 (4 states), E/h           = {levels[-1]*to_mhz:.2f} MHz")
print(f"splitting / h                         = {splitting*to_mhz:.2f} MHz")
print("SHRINKING SPHERE, s orbital, nuclear M_I = 1")
print("R (a0) | B inside (T) | prob. inside | mean B (T) | mean/limit")
for radius, b_sphere, prob, mean_b, ratio in rows:
    print(f"{radius:.3f} | {b_sphere:.4e} | {prob:.4e} | "
          f"{mean_b:.6f} | {ratio:.6f}")
print(f"point limit of mean B                 = {limit_field:.6f} T")
print("SHRINKING SPHERE, p orbital along z, mean B_z in mu0 m/a0^3")
print("R (a0) | interior part | exterior part | sum")
for radius, part_in, part_out in p_rows:
    print(f"{radius:.3f} | {part_in:.4e} | {part_out:.6f} | "
          f"{part_in+part_out:.6f}")
print(f"dipolar limit zeta^3/(15 pi)          = {p_limit:.6f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
SPHERE, surface quadrature at an off-axis interior point
B_z / (mu0 M), current model          = 0.66666667
mu0 H_z / (mu0 M), pole model         = -0.33333333
DISPLACED GAUSSIAN exp(-|r-d|^2), mean B_z in mu0 m/a0^3
displacement d along z                = 0.7 a0
contact part (2/3) n(0)               = 0.073347
exterior dipolar part                 = 0.016629
sum of the two parts                  = 0.089975
from smooth potential, no sphere      = 0.089975
MODEL ATOM, s orbital
zeta = 1.5 1/a0, g_N = 2.0, I = 1
g_e                                   = 2.002319
fine-structure constant alpha         = 0.00729735
electron-proton mass ratio            = 5.446170e-04
density at nucleus n(0)               = 1.074296 a0^-3
operator coefficient of delta(r) S.I  = 2.43245e-07 Eh a0^3
contact coupling A_c                  = 2.61317e-07 Eh
contact coupling A_c / h              = 1719.38 MHz
level F=1/2 (2 states), E/h           = -1719.38 MHz
level F=3/2 (4 states), E/h           = 859.69 MHz
splitting / h                         = 2579.07 MHz
SHRINKING SPHERE, s orbital, nuclear M_I = 1
R (a0) | B inside (T) | prob. inside | mean B (T) | mean/limit
0.100 | 1.3634e+01 | 3.5995e-03 | 0.049075 | 0.799887
0.010 | 1.3634e+04 | 4.4000e-06 | 0.059988 | 0.977768
0.001 | 1.3634e+07 | 4.4899e-09 | 0.061214 | 0.997753
point limit of mean B                 = 0.061352 T
SHRINKING SPHERE, p orbital along z, mean B_z in mu0 m/a0^3
R (a0) | interior part | exterior part | sum
0.100 | 2.5123e-03 | 0.068974 | 0.071487
0.010 | 3.1433e-05 | 0.071588 | 0.071620
0.001 | 3.2148e-07 | 0.071619 | 0.071620
dipolar limit zeta^3/(15 pi)          = 0.071620
ALL CHECKS PASSED
```
